# Uniform island radii from constant nucleation and constant radial growth

An oxide is deposited cycle by cycle on a surface that hardly accepts it. Here and there a nucleus forms at a defect, and from then on the precursor reacts readily on the nucleus itself. After a hundred cycles the surface carries scattered islands, some nearly as old as the process and some just born. What is the distribution of their radii, and how long does the simple answer hold?

## 1. The simplest case: counting births

Time \(t\) is counted in cycles and treated as continuous. Nuclei appear at random positions at a constant rate \(J\), per unit substrate area and per cycle. Each is a hemisphere standing on a flat substrate, with initial radius \(r_0\), and each gains radius at the same constant rate \(G\) per cycle. Islands do not move, dissolve or exchange material. For the moment the loss of nucleation sites, the substrate hidden under islands and contact between islands are all ignored.

An island born at time \(t_b\) has at time \(t\) the radius

\[
r=r_0+G(t-t_b).
\]

Let \(n(r,t)\,dr\) be the number of islands per substrate area with radius between \(r\) and \(r+dr\). These islands were born in a time interval of length \(dr/G\), because \(|dr/dt_b|=G\). During that interval \(J\,dr/G\) nuclei formed per unit area. Hence

\[
n(r,t)=\frac{J}{G}\quad\text{for } r_0<r<r_0+Gt,
\]

and \(n=0\) elsewhere. The distribution is a plateau of fixed height whose upper edge advances at speed \(G\). Older islands are larger, but no birth date is favoured, so no radius is favoured.

**First limit: the total number.** Integration over the plateau gives \((J/G)(Gt)=Jt\), the number of nuclei formed, as it must.

**The same result as a flow.** In the interval from \(r\) to \(r+dr\), islands enter from below at the rate \(Gn(r)\) and leave at the top at the rate \(Gn(r+dr)\). The balance is

\[
\frac{\partial n}{\partial t}+\frac{\partial (Gn)}{\partial r}=0,\qquad Gn\big|_{r=r_0}=J .
\]

Inside the plateau both derivatives vanish, and the boundary condition fixes the height. Growth moves islands along the radius axis without compressing or stretching their spacing.

## 2. What the plateau implies

From here on \(r_0=0\), except where a finite nucleus is named. Write \(R=Gt\) for the largest radius. The mean radius is \(R/2\), and the mean square is

\[
\frac1R\int_0^R r^2dr=\frac{R^2}{3},
\]

so the variance is \(R^2/3-R^2/4=R^2/12\) and the standard deviation is \(R/\sqrt{12}\).

Uniform in radius does not mean uniform in volume. With \(V=2\pi r^3/3\) we have \(dV=2\pi r^2dr\), and the number per unit volume interval is

\[
n_V=\frac{n}{dV/dr}=\frac{J}{2\pi G r^2}\propto V^{-2/3}.
\]

Small volumes are the most crowded, yet they hold little material. The share of the deposited volume in islands larger than \(R/2\) is

\[
\frac{\int_{R/2}^{R}r^3dr}{\int_0^R r^3dr}=1-\left(\tfrac12\right)^4=\frac{15}{16},
\]

although these are half of the islands.

The summed footprint area per substrate area, with overlaps counted repeatedly, is the extended coverage

\[
X(t)=\int_0^R \pi r^2\,\frac JG\,dr=\frac{\pi J R^3}{3G}=\frac{\pi J G^2t^3}{3}.
\]

The deposited volume per substrate area, or equivalent film thickness, is

\[
h=\int_0^R\frac{2\pi r^3}{3}\,\frac JG\,dr=\frac{\pi J R^4}{6G}=\frac{\pi JG^3t^4}{6}.
\]

The powers of time have a simple origin: one comes from the number of islands, the others from the area or volume of each.

**Numbers.** Take \(J=5\times10^{-6}\ \text{nm}^{-2}\) per cycle, which is \(5\times10^{8}\ \text{cm}^{-2}\) per cycle, with \(G=0.05\) nm per cycle and \(t=100\) cycles. Then \(R=0.05\times100=5\) nm and

\[
\frac JG=\frac{5\times10^{-6}}{0.05}=10^{-4}\ \text{nm}^{-2}\,\text{per nm},
\]

or \(10^{10}\ \text{cm}^{-2}\) per nm of radius. There are \(Jt=5\times10^{10}\) islands per cm². The length \(1/\sqrt{Jt}=45\) nm is the side of a square that holds one island on average; for random positions the mean distance to the nearest neighbour is half of this, 22 nm. The mean radius is 2.5 nm and the standard deviation 1.44 nm. Further,

\[
X=\frac{\pi\times10^{-4}\times125}{3}=0.0131,\qquad
h=\frac{\pi\times10^{-4}\times625}{6}=0.0327\ \text{nm}.
\]

A film growing from the first cycle at 0.05 nm per cycle would be 5 nm thick.

## 3. Generalization: rates that vary

Let the nucleation rate depend on time and the growth rate on radius. An island needs the time

\[
\tau(r)=\int_0^r\frac{dr'}{G(r')}
\]

to reach radius \(r\), so it was born at \(t_b=t-\tau(r)\). The birth interval belonging to \(dr\) has length \(dr/G(r)\), and therefore

\[
n(r,t)=\frac{J\big(t-\tau(r)\big)}{G(r)} .
\]

The histogram of radii is a record of past nucleation, divided by the present growth speed at each radius. Constant \(J\) and constant \(G\) return the plateau.

**A second case: growth limited by collection.** Suppose an island gains volume in proportion to its perimeter. Since \(dV/dt=2\pi r^2G\), this means \(G(r)=K/r\), and the footprint area grows at a constant rate. Then \(n=Jr/K\), which is a ramp. In terms of footprint \(A=\pi r^2\) the density is \(n/(2\pi r)=J/(2\pi K)\), a constant. The quantity that grows at constant speed is the one that is uniformly distributed.

**A mild departure.** Let \(G(r)=G/(1+r/\ell)\), where \(\ell\) is the radius at which growth has slowed to half. Then \(n=(J/G)(1+r/\ell)\): islands crowd together where they slow down. The largest radius follows from

\[
Gt=\int_0^{r}\left(1+\frac{r'}{\ell}\right)dr'=r+\frac{r^2}{2\ell}
\quad\Rightarrow\quad
r=\ell\left(\sqrt{1+\frac{2Gt}{\ell}}-1\right).
\]

With \(\ell=50\) nm this gives 4.77 nm instead of 5 nm. Numerical integration of the growth equation for islands of many ages, followed by counting, gave a density of 1.081 times \(J/G\) between 3.6 and 4.5 nm. The formula at the middle of that interval gives \(1+4.05/50=1.081\).

## 4. Depletion of sites

Let nucleation need a special site. There are \(N_s\) sites per area, placed at random, and each unused site fires with probability \(k\) per cycle. The unused density obeys \(dN/dt=-kN\), so \(N=N_se^{-kt}\) and the nucleation rate is

\[
J(t)=kN_s e^{-kt}=Je^{-kt},\qquad J\equiv kN_s .
\]

The general formula now gives

\[
n(r,t)=\frac JG\,e^{-kt_b},\qquad t_b=t-\frac rG .
\]

The largest islands, born at \(t_b=0\), keep the full density. The smallest are reduced by \(e^{-kt}\). The plateau acquires an upward slope, and it is recovered for \(kt\ll1\), when few of the sites have been used.

For \(N_s=10^{12}\ \text{cm}^{-2}=0.01\ \text{nm}^{-2}\), the firing rate is \(k=5\times10^{-6}/0.01=5\times10^{-4}\) per cycle. Then \(kt=0.05\), and the density at \(r=0\) is 4.9% below \(J/G\).

## 5. Covered substrate

A nucleus can form on bare substrate alone. To find the bare fraction, imagine nuclei appearing everywhere at rate \(J\), including fictitious ones on covered ground. The fictitious nuclei add no covered area: one born inside an island grows no faster than its host, so its disc stays inside the host's disc. This argument uses \(r_0=0\) and equal growth rates.

A point is bare at time \(t\) if no nucleus born at time \(s\) lies within the distance \(G(t-s)\). The expected number of such nuclei is

\[
\int_0^t J\,\pi G^2(t-s)^2ds=\frac{\pi JG^2t^3}{3}=X(t).
\]

For independent random births the probability of finding none is \(e^{-X}\). The covered fraction is thus \(1-e^{-X}\), which reduces to \(X\) when \(X\ll1\).

An island of radius \(r\) exists if its birthplace was bare at \(t_b\), so

\[
n(r,t)=\frac JG\,e^{-X(t_b)},\qquad X(t_b)=X(t)\,(1-u)^3,\quad u=\frac rR .
\]

The second relation holds because \(t_b=t(1-u)\) and \(X\) grows as the cube of time. In the example covering lowers the density at \(r=0\) by 1.3%, less than depletion does.

When both effects are small, the two factors may be multiplied:

\[
n(r,t)\simeq\frac JG\,e^{-kt_b-X(t_b)} .
\]

This slightly overstates covering, since \(X\) is computed with the undepleted rate.

**Test on the microscopic model.** Sites were scattered at random over an area on which \(4\times10^5\) births would be expected at the undepleted rate. Each fired independently, and nuclei on covered ground were rejected by measuring distances. The density divided by \(J/G\) came out as follows.

| Radius (nm) | Simulation | Formula |
|---|---|---|
| 0–1 | 0.941 | 0.947 |
| 1–2 | 0.959 | 0.961 |
| 2–3 | 0.973 | 0.974 |
| 3–4 | 0.988 | 0.985 |
| 4–5 | 0.995 | 0.995 |

The distribution is uniform to about 6%, and the formula accounts for the slope.

The slope also explains why the simulated mean radius is 2.529 nm and not 2.5 nm. To first order the relative density is \(1-kt(1-u)-X(1-u)^3\). The shift of the mean of \(u\) is the integral of the correction times \(u-\tfrac12\):

\[
\Delta\bar u=-kt\int_0^1(1-u)\left(u-\tfrac12\right)du-X\int_0^1(1-u)^3\left(u-\tfrac12\right)du .
\]

The first integral is \(\tfrac16-\tfrac14=-\tfrac1{12}\), and the second is \(\tfrac1{20}-\tfrac18=-\tfrac3{40}\). Hence

\[
\Delta\bar u=\frac{kt}{12}+\frac{3X}{40}=0.00417+0.00098=0.00515,
\]

which is 0.026 nm after multiplication by \(R\). The simulated shift is 0.029 nm, with a sampling error of about 0.002 nm.

## 6. Contact between islands

Covering concerns the birth of an island. Contact concerns its later life, and it sets in sooner.

Consider an island that was born on bare substrate and now has radius \(r\). Let another nucleus have radius \(r'\) and lie at distance \(d\). When the younger of the two was born, the older had radius \(|r-r'|\), since both have since grown by the same amount. Both can be real islands if \(d>|r-r'|\). They now touch if \(d<r+r'\). The centre of the second must therefore lie in a ring of area

\[
\pi\left[(r+r')^2-(r-r')^2\right]=4\pi rr' .
\]

The expected number of nuclei in such rings, summed over all \(r'\), is

\[
\nu(r)=\int_0^R4\pi rr'\,\frac JG\,dr'=\frac{2\pi JrR^2}{G}=6Xu ,
\]

where the last step uses \(X=\pi JR^3/(3G)\).

A ring may contain a fictitious nucleus, born on ground already covered by a third island. The disc of the third island contains that of the fictitious nucleus, so the third island touches ours as well. The island is therefore untouched when the rings are empty, which has probability \(e^{-6Xu}\).

The condition of a bare birthplace involves older nuclei with \(d<r'-r\). These lie outside the rings, so the two conditions are independent and their probabilities multiply. Without site depletion, the density of islands that exist and are still untouched is

\[
n_1(r,t)=\frac JG\exp\left\{-X\left[(1-u)^3+6u\right]\right\}.
\]

**Limits.** For \(X\to0\) the plateau returns. For \(u\to0\) the contact term vanishes: a newborn island on bare ground has no size with which to reach a neighbour. For \(u=1\) the exponent is \(-6X\), so the oldest islands lose their isolation first.

The touched fraction of all real islands is

\[
f=1-\frac{\int_0^1 e^{-X[(1-u)^3+6u]}du}{\int_0^1e^{-X(1-u)^3}du}
\simeq 6X\int_0^1u\,du=3X .
\]

At small coverage the fraction of islands in contact is thus three times the fraction of substrate covered. Coverage asks whether a point lies inside an island, whereas contact asks whether two extended discs meet.

In the example \(3X=3.9\%\), and the full expression gives 3.8%. For the largest islands the fraction is \(1-e^{-6X}=7.6\%\). The microscopic simulation, which includes depletion, gave 3.7% for all islands.

**Test where the corrections are large.** With \(X=0.15\) and no depletion, a second simulation gave a covered area of 0.139, in agreement with \(1-e^{-0.15}=0.139\) within its sampling error of about 0.002. The density of untouched islands, divided by \(J/G\), was 0.820, 0.626 and 0.452 in the intervals \(u=0\)–0.2, 0.4–0.6 and 0.8–1. The formula gives 0.819, 0.626 and 0.445. The plateau of isolated islands has become a steep decline while 86% of the substrate is still bare.

**Opposing slopes.** Depletion and covering remove small islands; contact removes large ones from the set of isolated islands. For the example, multiplying \(n_1\) by \(e^{-kt_b}\) gives the following estimates relative to \(J/G\):

\[
u=0:\ e^{-0.050-0.013}=0.94,\qquad
u=1:\ e^{-6\times0.0131}=0.92 .
\]

The two ends nearly agree although both are reduced. A flat histogram of isolated islands therefore does not by itself show that the corrections are negligible. Its height must also be compared with \(J/G\), or the contacts must be counted.

## 7. How long the plateau lasts

Two conditions have appeared. The number of sites used must be small, \(kt\ll1\), and contacts must be rare, \(3X\ll1\) on average and \(6X\ll1\) for the largest islands. If the second holds, covering is small too.

Allow one island in ten to have been touched. Setting \(3X=0.1\) gives

\[
\pi JG^2t^3=0.1\quad\Rightarrow\quad
t=\left(\frac{0.1}{\pi JG^2}\right)^{1/3}=137\ \text{cycles}.
\]

The full expression for \(f\) gives about 140 cycles. The covered fraction is then 3.5%. Both estimates leave out depletion and the finite size of a nucleus; the latter shortens the time, as the larger touched fraction in Section 8 shows.

Since \(f\) depends on \(X\) alone when depletion is ignored, the time to a given touched fraction varies as \(J^{-1/3}G^{-2/3}\). At fixed \(G\), a tenfold nucleation rate shortens it by the factor \(10^{1/3}=2.15\), to about 65 cycles. If the site density stays as in the example, \(kt\) has by then reached 0.33, so depletion spoils the plateau before contact does. The weak power reflects the rapid rise of \(X\) as \(t^3\).

## 8. Details hidden by the continuum

**A finite nucleus.** If islands start with radius \(r_0\), the plateau keeps its height and shifts to \(r_0<r<r_0+R\). The extended coverage becomes

\[
\int_{r_0}^{r_0+R}\pi r^2\frac JG\,dr=\frac{\pi J}{3G}\left[(r_0+R)^3-r_0^3\right].
\]

For \(r_0=0.4\) nm it rises from 1.31% to 1.65%, about a quarter more. With the same birth times, the simulated touched fraction rises from 3.7% to 4.8%. A nucleus that is small beside the largest island still matters, because it enlarges every island.

**Whole cycles.** Radii produced by discrete cycles form a comb with spacing \(G=0.05\) nm, so a histogram needs wider bins. If the ages are \(0,1,\dots,t-1\) cycles, the integral \(t^3/3\) in the coverage is replaced by

\[
\sum_{j=0}^{t-1}j^2=\frac{(t-1)t(2t-1)}{6}=\frac{t^3}{3}\left(1-\frac{3}{2t}+\frac1{2t^2}\right).
\]

At 100 cycles this lowers the coverage by 1.5% of its value.

**Random attachment.** Let the solid contain \(\rho\) formula units per volume, attached independently. A hemisphere gains units at the mean rate \(\lambda=2\pi r^2G\rho\). The waiting time for one unit has variance \(1/\lambda^2\), and the variances add. Multiplying the summed variance by \(G^2\) converts it to a variance of radius. Replacing the sum by an integral, with \(2\pi\rho r^2dr\) units in \(dr\), gives

\[
\sigma^2\simeq G^2\int_{r_0}^{r_0+R}\frac{2\pi\rho r^2\,dr}{(2\pi r^2G\rho)^2}
=\frac{1}{2\pi\rho}\left(\frac1{r_0}-\frac1{r_0+R}\right).
\]

For \(\rho=30\ \text{nm}^{-3}\) and \(r_0=0.4\) nm, \(\sigma=0.11\) nm. Direct summation of the waiting-time variances, starting from a nucleus of four units, also gives 0.11 nm. Most of the spread arises while the island is small, as the term \(1/r_0\) shows. The upper edge of the plateau is blurred by about 2% of \(R\).

## 9. Beside a real deposition process

The parameters are round values meant for the rough regime of titanium dioxide deposited on hydrogen-terminated silicon, a surface on which nucleation is poor. A growth of about 0.05 nm per cycle is a reasonable rough value for this oxide. The nucleation rate and the site density are choices: they depend on surface preparation, precursor and temperature, and can differ from these by orders of magnitude. A tenfold larger \(J\) at 100 cycles would give \(X=0.13\) at the undepleted rate. If the site density is tenfold larger as well, so that \(kt\) stays at 0.05, this is close to the case in which the distribution of isolated islands was far from flat. If the site density is unchanged, \(kt=0.5\) and the opposing slopes of Section 6 nearly cancel: the density of isolated islands is about 0.54, 0.55 and 0.51 times \(J/G\) at \(u=0\), 0.5 and 1, almost flat but at half the height.

The assumption most open to doubt is the constant nucleation rate. If the passivating hydrogen is gradually lost during the cycles, new sites appear and \(J\) rises. Section 3 gives the effect directly: should \(J\) double over the 100 cycles, with \(G\) constant, the density at \(r=0\) would be twice that at \(r=R\). This outweighs every correction to the density computed for the example. Crystal facets would change the island shape. Island-to-island differences in \(G\) would blur the upper edge and, at fixed mean \(G\), slightly raise the plateau, because its height follows the mean of \(1/G\). Neither effect is included here. Island motion would bring further contacts, because a moving island sweeps over additional substrate; this too is left out. The plateau is therefore best used as a reference: a measured slope may come from a changing nucleation rate, a growth rate that varies with size or time, or lost isolation, and the histogram alone does not decide among them.

The numerical output below lists the main values used here.

## Computed values

```
Nucleation rate J: 5e-06 nm^-2 per cycle
Nucleation rate J: 5e+08 cm^-2 per cycle
Radial growth G: 0.05 nm per cycle
Number of cycles t: 100 cycles
Available site density: 1e+12 cm^-2
Firing rate of one site k: 0.0005 per cycle
Largest radius R: 5 nm
Plateau J/G: 0.0001 nm^-2 per nm
Plateau J/G: 1e+10 cm^-2 per nm
Island density J*t: 5e+10 cm^-2
Mean spacing 1/sqrt(J*t): 44.7 nm
Mean radius, uniform law: 2.5 nm
Mean radius, simulation: 2.529 nm
Radius std, uniform law: 1.443 nm
Radius std, simulation: 1.441 nm
Volume share above R/2, uniform law: 93.75 %
Volume share above R/2, simulation: 93.88 %
Extended coverage X: 1.31 %
Equivalent film thickness: 0.0327 nm
Density/(J/G), r = 0-1 nm: simulation 0.941, corrected law 0.947
Density/(J/G), r = 1-2 nm: simulation 0.959, corrected law 0.961
Density/(J/G), r = 2-3 nm: simulation 0.973, corrected law 0.974
Density/(J/G), r = 3-4 nm: simulation 0.988, corrected law 0.985
Density/(J/G), r = 4-5 nm: simulation 0.995, corrected law 0.995
Depletion exponent k*t: 0.05
Density loss at r=0, depletion alone: 4.88 %
Density loss at r=0, covering alone: 1.3 %
Touched fraction, first order 3X: 3.93 %
Touched fraction, full law: 3.83 %
Touched fraction, simulation: 3.74 %
Largest islands touched, 1-exp(-6X): 7.55 %
Cycles to 10% touched, first order: 136.6 cycles
Cycles to 10% touched, full law: 139.5 cycles
Coverage at that time, 1-exp(-X): 3.49 %
Strong test: extended coverage: 0.15
Strong test: covered area, simulation: 0.139
Strong test: covered area, law: 0.139
Strong test, r/R = 0.0-0.2: real 0.897 (law 0.895), untouched 0.820 (law 0.819)
Strong test, r/R = 0.4-0.6: real 0.974 (law 0.981), untouched 0.626 (law 0.626)
Strong test, r/R = 0.8-1.0: real 1.003 (law 1.000), untouched 0.452 (law 0.445)
Nucleus radius for error estimate: 0.4 nm
Extended coverage with nucleus radius: 1.65 %
Touched fraction with nucleus radius: 4.84 %
Coverage change, whole-cycle ages: -1.5 %
Radius at which slowed growth is halved: 50 nm
Slowed growth: largest radius: 4.772 nm
Slowed growth: density/(J/G), r = 3.6-4.5 nm: 1.081
Formula-unit density, rough: 30 nm^-3
Formula units in nucleus: 4
Upper-edge blur, waiting-time sum: 0.114 nm
Upper-edge blur, integral formula: 0.111 nm
```
